Backward Euler for Trap Kinetics: Charge Neutrality at Any Step Length

Light creates electrons and holes in pairs. Capture moves a charge from a band to a trap, emission moves it back, and recombination removes one charge of each sign. None of these processes changes the total charge of an isolated film. This symmetry fixes the conserved quantity before any rate is known.

Take a uniform film with four densities: n free electrons, p free holes, m electrons in tail states that are neutral when empty, and h holes in deep states that are neutral when occupied by an electron. Let U1 be the net capture of free electrons by the tail, U2 the net capture of free holes by the deep level, U3 the net recombination of free electrons with deep holes, and U4 that of free holes with tail electrons. With pair generation rate G,

n' = G − U1 − U3
p' = G − U2 − U4
m' = U1 − U4
h' = U2 − U3.

Suppose a combination a n + b p + c m + d h is conserved whatever the rates. The coefficients of G, U1, U2, U3 and U4 must vanish separately:

a + b = 0, c = a, d = b, a + d = 0, b + c = 0.

Up to a factor, the one solution is w = (−1, 1, −1, 1). Adding the fixed density D of ionized donors gives the charge density divided by the elementary charge,

Q = p − n − m + h + D.

A time step Δ and a capture time τ form the dimensionless ratio Δ/τ, on which a numerical charge error could depend. The requirement on the scheme is that the coefficient of any such error be zero, so that the size of Δ/τ does not matter.

**The rates and their time scales**

For N1 tail states and N2 deep states per volume, the fluxes are

U1 = c1 n (N1 − m) − e1 m
U2 = cp2 p (N2 − h) − ep2 h
U3 = cn2 n h − en2 (N2 − h)
U4 = cp1 p m − ep1 (N1 − m).

Each flux must vanish in thermal equilibrium. For the tail level, Boltzmann and Fermi statistics with unit level degeneracy give n = NC exp[(EF − EC)/kT] and m/(N1 − m) = exp[(EF − E1)/kT]. Setting U1 = 0 yields

e1 = c1 n (N1 − m)/m = c1 NC exp[−(EC − E1)/kT].

The same argument fixes the other three emission coefficients.

The example is a 50 nm film at 300 K, where kT = 0.02585 eV. The gap is 3.1 eV. The tail level lies 0.15 eV below the conduction edge and the deep level 0.80 eV above the valence edge. The densities are NC = NV = 5×10¹⁸, D = 5×10¹⁶, N1 = 10¹⁷ and N2 = 2×10¹⁷ cm⁻³. The capture coefficients are c1 = cp2 = 10⁻⁸ and cp1 = 10⁻¹⁰ cm³/s. Capture of an electron by a deep hole must pass a barrier of 0.65 eV:

cn2 = 10⁻⁸ exp(−0.65/0.02585) = 1.20×10⁻¹⁹ cm³/s.

In the dark n = 1.005×10¹⁶ and m = 3.995×10¹⁶ cm⁻³. A free electron is then captured in 1/[c1(N1 − m)] = 1.67 ns and a free hole in 1/(cp2 N2) = 0.50 ns, while a deep hole recombines in 1/(cn2 n) = 827 s. The problem is stiff: the slow process sets the duration of interest and the fast ones limit an explicit method.

**Two naive schemes**

Forward Euler evaluates all rates at the old state. Since w·F = 0 there, F being the vector of the four right-hand sides, it conserves charge. It fails in another way. When light is switched on with G = 2×10¹⁴ cm⁻³ s⁻¹, free holes obey p' ≈ G − p/τ with τ = 0.50 ns. Starting from p ≈ 0 with Δ = 5τ,

p after one step = 5τG
p after two steps = 5τG + 5τ(G − 5G) = −15τG = −1.5×10⁶ cm⁻³.

A deviation is multiplied by 1 − Δ/τ in each step, so stability requires Δ < 2τ = 1 ns. Covering 1000 s would take about 10¹² steps.

The obvious cure is to make each equation implicit in its own variable and to update n, p, m and h in turn. Each update is then a positive fraction, and nothing blows up. But the balances no longer use the same fluxes. The electron update uses U1 with new n and old m, whereas the tail update uses U1 with new n and new m. Marking new values by a star and adding the four updates with the weights w gives

Q* − Q = Δ { [U1(n*,m) − U1(n*,m*)] + [U3(n*,h) − U3(n*,h*)] + [U2(p*,h*) − U2(p*,h)] + [U4(p*,m*) − U4(p*,m)] }.

The brackets do not vanish. For one step of 10 s from the dark, G creates 2×10¹⁵ pairs per cm³. The electron update gives

n* ≈ [n + Δ(G + e1 m)]/[1 + Δ c1(N1 − m)],

which exceeds n by about G × 1.67 ns = 3×10⁵ cm⁻³. The other new electrons are treated as captured, yet the tail update sees an almost unchanged n and adds almost nothing to m. The holes do arrive. A fraction 0.998 goes to the deep level, the rest to the tail, and the implicit deep-level update divides by 1 + Δ(cp2 p* + ep2 + cn2 n*) = 1 + 0.010 + 0.018 + 0.012. Hence

Q*/(GΔ) ≈ 0.998/1.040 = 0.96,

and the computed value is 0.9594. Nearly all photoelectrons have disappeared from the books. The scheme is stable, positive and wrong.

**One state for all fluxes**

Both faults are removed if every flux is evaluated once, at the new state, and used in every balance it enters. This is backward Euler for the coupled system:

y − y_old − Δ F(y) = 0, y = (n, p, m, h).

Multiply from the left by w. Because w·F(y) = 0 for every y, the term with Δ drops out:

w·y = w·y_old.

The step length has disappeared. The result relies on the isolation of the film. If charge enters through a contact, so that w·F = s, the same multiplication gives w·y = w·y_old + Δs, which is the correct balance but not neutrality.

The equations are bilinear and need iteration. With J = ∂F/∂y and residual R = y − y_old − ΔF(y), Newton's correction δ solves

(I − ΔJ) δ = −R.

Differentiating w·F(y) = 0 gives wᵀJ = 0. Multiplication by w therefore leaves

w·δ = −w·R = −w·(y − y_old).

If a fraction λ of the correction is applied,

w·(y + λδ − y_old) = (1 − λ) w·(y − y_old).

A full iterate removes any charge error of the guess, and a damped one reduces it by the factor 1 − λ. If the guess is the old state, every iterate has the old charge, converged or not. One λ must serve all four components; clipping a single negative density would break the identity. Here λ is chosen so that no density covers more than 0.9 of its distance to zero or to full trap occupation.

This was tested in rational arithmetic, which has no rounding. For a 100 s step from the dark, h still changed by 6.2 % between the first and second iterates, relative to the second, and the charge change was 0 in both. With a guess in which n was doubled, a full iterate restored the old charge, and an iterate with λ = 1/4 left 3/4 of the error.

**Is there one physical solution?**

A conserved charge would be of little use if a long step had no admissible solution, or several. Consider states with n, p ≥ 0, 0 ≤ m ≤ N1 and 0 ≤ h ≤ N2. The n column of I − ΔJ has the diagonal entry 1 + Δ[c1(N1 − m) + cn2 h]. Its other entries are −Δc1(N1 − m) in the m row and +Δcn2 h in the h row. The diagonal exceeds the sum of their magnitudes by 1. The other columns have the same property, because each transfer out of a species appears once on the diagonal and once elsewhere. Such a column-dominant matrix is nonsingular for every Δ.

Uniqueness follows. For a product, a₁a₂ − b₁b₂ = ½(a₁ + b₁)(a₂ − b₂) + ½(a₂ + b₂)(a₁ − b₁). Since F contains no higher powers, two solutions a and b satisfy F(a) − F(b) = J((a + b)/2)(a − b). Subtracting their step equations gives

[I − ΔJ((a + b)/2)] (a − b) = 0,

and the midpoint is admissible, so a = b.

For existence, fix n and p and solve the two trap equations, which are linear in m and h:

m = [m_old + ΔN1(c1 n + ep1)]/[1 + Δ(c1 n + e1 + cp1 p + ep1)]
h = [h_old + ΔN2(cp2 p + en2)]/[1 + Δ(cp2 p + ep2 + cn2 n + en2)].

Both are admissible. With n fixed, raising p raises h and lowers m. The trap equations give ΔU2 = h − h_old + ΔU3 and ΔU4 = ΔU1 − m + m_old, and both expressions rise with p. The hole residual p − p_old − Δ(G − U2 − U4) is therefore strictly increasing. It is negative at p = 0 in the light, and positive at large p because the emission terms are bounded, so it has one root p(n), continuous in n. The electron residual is likewise negative at n = 0 and positive at large n, so it has a root too.

Nested bisection along this route at 40 digits gave the same 100 s step as Newton's method, with a largest relative difference of 2×10⁻¹⁶: n = 1.574×10¹⁶, p = 1.254×10⁵, m = 5.103×10¹⁶ and h = 1.676×10¹⁶ cm⁻³.

**What rounding does to "exactly"**

The identities hold in exact arithmetic. In double precision the matrix entry 1 + Δc1(N1 − m) is a weak point. For Δ = 1000 s the second term is 1000 s/1.67 ns = 6.0×10¹¹. Neighbouring double-precision numbers of that size differ by 1.2×10⁻⁴. The 1, which carries the charge balance, survives only as a small difference between such large entries. In the first matrix it is still stored exactly, but elimination rounds its intermediate results and shifts this difference by an amount of order 10⁻⁵. Multiplied by corrections of several 10¹⁶ cm⁻³, this allows a charge error of order 10¹² cm⁻³ or somewhat less. The first iterate shows 6.1×10¹¹ cm⁻³. Only the order of this figure is meaningful: it is rounding noise, and an equivalent ordering of the arithmetic can change it by a factor of about two.

Later iterates repair the damage, since the residual still contains w·(y − y_old) and the corrections shrink. After six iterations |Q| was 8 cm⁻³, which is the spacing of double-precision numbers near the final m and h. Each net flux must be computed once and reused. Two separate evaluations of U1 could differ by a relative 10⁻¹⁶ of its gross part, about 10²⁵ cm⁻³ s⁻¹, and over 1000 s that is an error of order 10¹² cm⁻³ which iteration need not remove.

The repair itself weakens as Δ grows. The 1 is lost altogether when Δ/τ approaches 10¹⁶, which for τ = 1.67 ns means steps of order 10⁷ s. A safer design replaces the electron row by the charge row

w·δ = −w·(y − y_old).

This row is the sum of the four original rows with weights w, so in exact arithmetic the iterates are unchanged. Its coefficients are ±1 for any Δ. For the same 1000 s step, the charge error evaluated in double precision was zero both after the first iterate and at convergence.

**Neutral does not mean accurate**

Charge conservation constrains one combination of four densities and says nothing about how far the others have moved. An accuracy check needs a separate reference, which the separation of time scales supplies. On the slow scale U1 ≈ 0, so m = N1 n/(n + n1) with n1 = e1/c1 = 1.51×10¹⁶ cm⁻³. Neglecting p in the charge balance gives n + m = M, with M = D + h. Multiplying by n + n1,

n² + (n1 + N1 − M) n − n1 M = 0,

whose positive root gives n for any h. With p' ≈ 0 the hole balance gives U2 = G − U4, and therefore

h' = G − U3 − U4.

This single equation is not stiff and can be solved to high accuracy. After 300 s of light it gives n = 2.692×10¹⁶ cm⁻³. Relative to this, backward Euler with 30, 60 and 120 equal steps is off by 0.72, 0.36 and 0.18 %, as expected of a first-order method. One step of 300 s has no resolvable charge error, yet its n is 15.6 % too low. The sign agrees with linear relaxation, where backward Euler leaves a fraction 1/(1 + x) of the initial deviation instead of the smaller exp(−x), x being the step divided by the relaxation time.

The opposite limit is useful. Dividing the step equation by Δ gives F(y) = (y − y_old)/Δ, which tends to zero as Δ → ∞. The step then lands on the steady state. F = 0 contains three independent equations, and the conserved charge supplies the fourth. A 10⁸ s step with the charge row agreed with the steady value n = 3.25×10¹⁶ cm⁻³ to a relative 1.2×10⁻⁶.

**Light for 1000 s, then darkness**

The times are spaced geometrically from 1 ns, which is comparable with the capture times, so the steps grow in proportion to the elapsed time and later far exceed the capture times. The run took 1600 steps, 800 for the light and 800 for 3000 s of darkness, the longest 106 s or 6.4×10¹⁰ electron capture times, with 2.35 Newton iterations on average and at most 4. With the plain rows, |Q| stayed below 5×10⁻¹⁵ of the donor density.

After the light, n = 3.25×10¹⁶, m = 6.82×10¹⁶ and h = 5.07×10¹⁶ cm⁻³. Recombination through the deep level is

cn2 n h = 1.204×10⁻¹⁹ × 3.246×10¹⁶ × 5.070×10¹⁶ = 1.98×10¹⁴ cm⁻³ s⁻¹,

or 99 % of G, so the film is close to its steady state. With an assumed mobility of 10 cm²/Vs the conductivity has risen from 0.016 to 0.052 S/cm.

In the dark, n falls to 2.44×10¹⁶ cm⁻³ after 100 s and 1.22×10¹⁶ after 1000 s. The second value carries a step-size error of about 0.5 %; the converged value is 1.21×10¹⁶. The excess of n halves in 174 s; the slow equation gives 172 s. The 827 s found for the dark film is an exponential decay time and corresponds to a half-time of 827 s × ln 2 = 573 s. The decay here is much faster, partly because the lit film has more electrons: 1/(cn2 n) is 256 s at light-off. The tail also matters. Differentiating n + N1 n/(n + n1) = M gives

dn/dM = 1/[1 + N1 n1/(n + n1)²],

which is 0.60 in the lit film and 0.30 in the dark one. Free electrons thus take the larger share of the first losses. At light-off the excess of n is 0.44 of h, but it falls by 0.60 of each small loss in h, so at first it shrinks by a larger fraction than h does.

**How this compares with a real film**

The gap, mobility and thickness are rough typical values for amorphous In-Ga-Zn oxide. The trap parameters are plausible choices, not data for a particular film. For an absorption coefficient of roughly 10³ cm⁻¹ the assumed G needs about 0.1 µW/cm², which is very weak light. Real films break the assumption of a single barrier: a shift of 0.05 eV changes cn2, and with it the decay time at given n, by a factor of 6.9. Warming by 1 K changes cn2 by 8.7 %. They also carry surface charge. A sheet of 10¹⁰ cm⁻² corresponds to 2×10¹⁵ cm⁻³ in this film, 20 % of the dark n; since the tail takes 70 % of any small change in M, n itself moves by about 6 %. That sheet density is small: a negative sheet of 10¹¹ cm⁻² halves the mean n, and one of 2.5×10¹¹ cm⁻² equals all the donors in the film, so the uniform model then fails. For the example's numbers and an assumed direct-recombination coefficient of 10⁻¹⁰ cm³/s, direct recombination, degeneracy and uneven absorption each amount to 0.5 % or less. The last figure holds only for weakly absorbed light near the absorption edge; for absorption coefficients of 10⁴ to 10⁵ cm⁻¹, as above the gap, the intensity drops by 5 to 39 % across the film. The half-time of 174 s therefore illustrates the model and does not predict a device, whereas the charge identity is unaffected by the parameter values. The numerical output follows.

Numbers as computed

```
T = 300 K, kT = 0.02585 eV, gap = 3.1 eV, film = 50 nm
tail depth 0.15 eV, deep level 0.8 eV above EV, barrier 0.65 eV
NC = NV = 5.0e+18, donors = 5.0e+16, N1 = 1.0e+17, N2 = 2.0e+17 cm^-3
c1 = 1.0e-08, cp1 = 1.0e-10, cp2 = 1.0e-08, cn2 = 1.204e-19 cm^3/s
e1 = 1.510e+08, ep2 = 1.818e-03 1/s; G = 2.0e+14 cm^-3 s^-1
dark: n = 1.0049e+16, m = 3.9951e+16 cm^-3; p = 2.1e-31, h = 2.3e-19 cm^-3
detailed balance, largest net/gross flux = 1.1e-14
electron capture time (dark) = 1.665 ns
hole capture time (dark) = 0.500 ns
recombination time 1/(cn2 n), dark n = 826.8 s
rational Newton iterates 1 and 2, 100 s step: charge change = 0
  relative change of h between these iterates = 0.0624
  wrong-charge guess, damping 1/4: fraction of error left = 3/4
100 s step: n = 1.57361e+16, p = 1.25427e+05 cm^-3
100 s step: m = 5.10254e+16, h = 1.67614e+16 cm^-3
  largest relative difference from nested bisection = 2.2e-16
1000 s step / electron capture time = 6.00e+11
  plain rows: |Q/q| first iterate = 6.08e+11 cm^-3
  plain rows: |Q/q| converged = 8.00e+00 cm^-3, 6 iterations
  charge row: |Q/q| first iterate = 0.00e+00 cm^-3
  charge row: |Q/q| converged = 0.00e+00 cm^-3, 6 iterations
n at 300 s of light, slow-model reference = 2.69166e+16 cm^-3
  relative error, 30/60/120 steps = 7.20e-03, 3.63e-03, 1.82e-03
  error ratio 60 to 120 steps = 1.992
  one 300 s step: error in n = -15.57 %, |Q/q|/donors = 0.0e+00
steady state n = 3.25051e+16 cm^-3; 1e8 s step differs by 1.2e-06
sequential update, 10 s: Q/q / (G dt) = 0.9594
forward Euler, 2 steps of 5 hole capture times: p = -1.50e+06 cm^-3
run: 1600 steps, longest 106.0 s = 6.4e+10 capture times
  Newton iterations: mean 2.35, most 4
  largest |Q/q|/donors = 4.3e-15
after 1000 s light: n = 3.2456e+16, p = 1.948e+05 cm^-3
after 1000 s light: m = 6.8243e+16, h = 5.0699e+16 cm^-3
mobility 10 cm2/Vs: conductivity dark 0.0161, lit 0.0520 S/cm
  100 s after light-off: n = 2.4448e+16 cm^-3
  1000 s after light-off: n = 1.2195e+16 cm^-3
  3000 s after light-off: n = 1.0218e+16 cm^-3
half-time of excess n: 173.5 s (slow model 172.0 s)
  largest error of n in dark decay = 0.55 %
light power at absorption 1e+03 1/cm: 0.099 uW/cm2
neglected: surface charge 1e+10 cm^-2 = 20 % of dark n
neglected: barrier spread 0.05 eV changes cn2 by factor 6.9
neglected: 1 K warming changes cn2 by 8.7 %
neglected: direct recombination (B = 1e-10 cm3/s) / G = 3.2e-03
neglected: degeneracy, n/(sqrt(8) NC) = 2.3e-03
neglected: absorption drop across film = 0.50 %
```
